Phonon-drag thermopower: full drag, Herring's formula and saturation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from phonon momentum to the thermopower

A temperature gradient sends phonons from the hot end of a conductor to the cold end. If they collide with electrons on the way, they push the electrons along. With no current allowed to flow, charge builds up until an electric field balances the push. This problem finds that field, first for a metal in which electrons receive all the phonon momentum, then for a conductor in which they receive part of it.

**Conventions.** The carriers are electrons of charge −e, with e > 0, and density n. They occupy one isotropic parabolic band, ε_k = ħ²k²/(2m). A sum over phonon wavevectors q refers to unit volume and means ∫d³q/(2π)³; if several branches are counted, it includes them. The Bose function is

N₀(ε) = 1/[exp(ε/k_BT) − 1].

The thermopower S is defined at zero current by

E = S∇T.

Here E is the electrochemical field, so that −eE is the force on one electron from the electric potential and the chemical potential together. The gradient also drives the electrons directly, through the temperature dependence of their own distribution. That gives the diffusion thermopower, a separate contribution that is left out here. S below means the drag part. SI units are used, as is natural for transport data.

### (a) A metal in which electrons take up all phonon momentum

Suppose that phonons lose momentum to electrons and to nothing else, and that each collision conserves crystal momentum without a reciprocal lattice vector (a normal process). Find S in terms of the phonon heat capacity per volume, C_ph, for phonons with ω = v_s q. Evaluate it for a model metal, and find what changes if the dispersion is not linear.

**Solution.** Let N_q be the phonon occupation and v_g the group velocity. In a steady state the Boltzmann equation reads

v_g·∇N_q = (∂N_q/∂t)_coll.

Take the gradient along x. To first order in ∇T, N_q on the left may be replaced by N₀ at the local temperature, because the deviation from N₀ is itself of first order and its gradient is of higher order. Therefore

(∂N_q/∂t)_coll = v_gx (∂N₀/∂T) dT/dx.

Multiply by ħq_x and sum. The left side becomes the rate at which collisions add momentum to the phonons. By assumption the electrons receive the opposite amount, so the force per volume on them is

F_x = −Σ_q ħq_x v_gx (∂N₀/∂T) dT/dx.

In an isotropic medium v_g is parallel to q. The angular average of q_x v_gx is then q v_g/3, which gives

F = −(1/3) Σ_q ħq v_g (∂N₀/∂T) ∇T.

For linear dispersion v_g = v_s and ħq v_s = ħω. The sum becomes Σ_q ħω ∂N₀/∂T, which is the derivative of the phonon energy density with respect to temperature, that is, C_ph. Hence

F = −(C_ph/3)∇T.

At zero current the electrons have no drift and feel no friction from impurities. Their force balance is

−neE + F = 0, so E = F/(ne) = −[C_ph/(3ne)]∇T,

and therefore

S = −C_ph/(3ne).

The factor 1/3 comes from the average over directions. The sign says that phonons push electrons to the cold end, which becomes negative; the field then points from hot to cold, against ∇T. For carriers of charge +e the balance is +neE + F = 0, and S is positive.

As an example take a model metal with n = 6×10²⁸ m⁻³, one ion per electron, and three phonon branches of equal speed 3000 m/s. The branches end at the Debye wavenumber q_D, fixed by q_D³ = 6π²n_i, where n_i is the ion density. With y = ħv_s q/(k_BT), the heat capacity is

C_ph = 3∫₀^{q_D} [q²dq/(2π²)] k_B y²e^y/(e^y − 1)².

Put q = y k_BT/(ħv_s), and let Θ = ħv_s q_D/k_B. Then (k_BT/ħv_s)³ = 6π²n_i(T/Θ)³, and

C_ph = 9n_i k_B (T/Θ)³ ∫₀^{Θ/T} y⁴e^y/(e^y − 1)² dy.

Here Θ = 350 K, and at 20 K the heat capacity is 3.624×10⁴ J/(m³ K). The charge in the denominator is

3ne = 3 × 6×10²⁸ × 1.602×10⁻¹⁹ = 2.884×10¹⁰ C/m³,

so S = −3.624×10⁴/(2.884×10¹⁰) V/K = −1.26 μV/K. Well below Θ the upper limit of the integral may be taken to infinity, and S then varies as T³.

If the dispersion bends, ħq v_g is no longer the phonon energy. The factor C_ph must be replaced by Σ_q ħq v_g ∂N₀/∂T, and the result is multiplied by

R = Σ_q ħq v_g (∂N₀/∂T) / Σ_q ħω (∂N₀/∂T).

For a sine dispersion, ω = (2v_s q_D/π) sin a with a = πq/(2q_D), the group velocity is v_s cos a. Each mode then contributes to the force in the ratio

q v_g/ω = a cot a,

which is below 1 for 0 < a ≤ π/2. In the model metal R is 0.85 at 20 K and 0.44 at 300 K, relative to one third of the heat capacity of the same bent branches. The simple law is thus a low-temperature law, and even at 20 K it overestimates the drag by using the full heat capacity of these branches. R must not be applied to the −1.26 μV/K found for linear dispersion. Bending also raises the heat capacity, and at 20 K the two effects together make |S| about 14 per cent larger than the linear value.

Two other conditions matter. Any branch that electrons do not drag must be left out of C_ph. And if umklapp processes take part, the momentum given to the electrons is no longer ħq, so that neither the size nor the sign found here is assured.

### (b) How fast electrons relax a phonon mode

Partial drag requires the relaxation rate of a phonon by electrons. Let a longitudinal strain shift the electron energy by D times the dilation, where D is the deformation potential, and let ρ be the mass density. Take electrons in equilibrium at chemical potential ζ, neglect screening, and find the rate 1/τ_pe for a mode q at any degeneracy.

**Solution.** The amplitude of the displacement in one mode is √[ħ/(2ρω)] for unit volume. Taking the divergence brings down a factor q, so the squared coupling is

|M|² = D²q²ħ/(2ρω) = D²ħq/(2ρv_s).

Write f = f_k and f′ = f_{k+q}. An electron falling from k+q to k emits the phonon, and one rising from k to k+q absorbs it. With a factor 2 for spin, the golden rule gives

dN/dt = (2π/ħ)|M|² 2Σ_k [(N+1)f′(1−f) − N f(1−f′)] δ(ε_{k+q} − ε_k − ħω).

The products N f f′ cancel in the bracket, leaving

f′(1−f) − N(f−f′).

In equilibrium the Fermi function obeys f/(1−f) = exp[(ζ−ε_k)/k_BT]. Since the two energies differ by ħω,

f(1−f′) = exp(ħω/k_BT) f′(1−f).

Subtract f′(1−f) from both sides. The left side becomes f − f′, so

f − f′ = f′(1−f)[exp(ħω/k_BT) − 1], or f′(1−f) = N₀(f−f′).

The bracket is therefore −(N−N₀)(f−f′), and the mode relaxes as

dN/dt = −(N−N₀)/τ_pe,

1/τ_pe = (2π/ħ)|M|² 2Σ_k (f−f′) δ(ε_{k+q} − ε_k − ħω).

To do the sum, let k_z be the component of k along q. The energy difference is ħ²(2k_z q + q²)/(2m), so the delta function fixes

k_z = k₀ = mv_s/ħ − q/2

and contributes a factor m/(ħ²q). In the perpendicular plane, d²k_⊥ = (2πm/ħ²)dε_⊥. Since

∫₀^∞ dε_⊥ / {exp[(ε_⊥+A−ζ)/k_BT] + 1} = k_BT ln{1 + exp[(ζ−A)/k_BT]},

the sum, including spin, is

2Σ_k(f−f′)δ = [2/(8π³)] [m/(ħ²q)] [2πm/ħ²] k_BT Λ_q = m²k_BT Λ_q/(2π²ħ⁴q).

The logarithms are collected in

Λ_q = ln(1+e^{η−b}) − ln(1+e^{η−b−z}),

with η = ζ/(k_BT), b = ħ²k₀²/(2mk_BT) and z = ħω/(k_BT). Multiplication by (2π/ħ)|M|² = πD²q/(ρv_s) gives

1/τ_pe = D²m²k_BT Λ_q/(2πρv_s ħ⁴).

Two limits will be needed. For dilute carriers e^η is small, and ln(1+s) ≈ s gives

Λ_q ≈ e^{η−b}(1−e^{−z}).

The density is then also proportional to e^η, so 1/τ_pe is proportional to n. The factor e^{−b} suppresses modes whose q is well above twice a typical electron wavenumber, since no electron with enough momentum is at hand.

For a degenerate gas, if η−b and η−b−z are both large, each logarithm equals its exponent and Λ_q ≈ z. The rate no longer depends on n. When mv_s/ħ is negligible this applies to modes with q below 2k_F, where k_F is the Fermi wavenumber; above 2k_F the rate is suppressed.

### (c) Phonons meeting a drifting electron gas

Let the electrons drift at velocity u, with occupation f₀(ε_k − ħk·u). To what occupation do collisions with them now drive a phonon mode?

**Solution.** Electron-electron collisions that conserve momentum and energy leave this distribution unchanged, so it is the natural form when such collisions are frequent. Otherwise it is an approximation, whose effect on the mobility is estimated in part (h).

The argument of part (b) used the difference between the exponents of the two Fermi functions. That difference was ħω and is now

[ε_{k+q} − ħ(k+q)·u] − [ε_k − ħk·u] = ħω − ħq·u.

It is the same for every k that takes part. The bracket in the golden rule becomes −(N−N_u)(f−f′), with

N_u = N₀(ħω − ħq·u).

The collisions thus drive the phonons towards a distribution that drifts with the electrons. To first order in u,

δN_u = N_u − N₀ = ħq·u (−∂N₀/∂ε).

Since N−N_u is of first order, the factor f−f′ may be taken at u = 0. The relaxation rate is the 1/τ_pe already found:

(dN/dt)_electrons = −(N−N_u)/τ_pe.

### (d) Partial drag

Phonons may also lose momentum to boundaries, defects and other phonons. Describe these losses by a rate 1/τ₀ towards the undrifted N₀. Find S for arbitrary τ₀ and τ_pe, and check it against part (a).

**Solution.** Let δN = N − N₀ at the local temperature. The steady phonon equation is

v_g·∇T ∂N₀/∂T = −δN/τ₀ − (δN−δN_u)/τ_pe.

Define the total rate 1/τ = 1/τ₀ + 1/τ_pe. Collecting the terms in δN and multiplying by τ gives

δN = (τ/τ_pe)δN_u − τ v_g·∇T ∂N₀/∂T.

The first term is the drag of phonons by electrons, and the second is the response to the gradient. Phonons lose momentum to electrons at the rate ħq(δN−δN_u)/τ_pe per mode, so the force per volume on the electrons is

F = Σ_q ħq (δN−δN_u)/τ_pe.

At zero current u = 0 and δN_u = 0. What remains is

F = −Σ_q ħq (τ/τ_pe) v_g·∇T ∂N₀/∂T.

The angular average gives 1/3, as before, and ħq v_s = ħω. With the mode heat capacity C_q = ħω ∂N₀/∂T,

F = −(1/3) Σ_q C_q (τ/τ_pe) ∇T.

The balance −neE + F = 0 then yields

S = −[1/(3ne)] Σ_q C_q τ/τ_pe.

The ratio τ/τ_pe = τ₀/(τ₀+τ_pe) is the share of a mode's momentum losses that goes to the electrons. If τ_pe ≪ τ₀ for all modes that carry heat capacity, the share is 1 and the metal result returns. If τ_pe ≫ τ₀, it is small, and the few collisions with electrons count in proportion to their rate.

## Second half: Herring's formula and the effect of doping

The symbols carry over. Electrons have charge −e, density n and drift velocity u; phonons have ω = v_s q, equilibrium occupation N₀(ε) and mode heat capacity C_q, with ΣC_q = C_ph. Electrons relax a mode at the rate 1/τ_pe, other causes at 1/τ₀, and 1/τ is their sum. The first half found

S = −[1/(3ne)] Σ_q C_q τ/τ_pe,

and the phonon occupation produced by a drift at uniform temperature,

δN = (τ/τ_pe)δN_u, with δN_u = ħq·u (−∂N₀/∂ε).

For dilute carriers 1/τ_pe is proportional to n.

### (e) The same drag seen as a heat current

At uniform temperature, drifting electrons drag phonons along, and these carry heat. Find the Peltier coefficient Π, the heat current divided by the electric current, and compare it with S.

**Solution.** A phonon carries energy ħω at velocity v_s q̂, where q̂ is the unit vector along q. Since ω = v_s q,

ħω v_s q̂ = v_s² ħq.

The phonon heat current Q is thus v_s² times the phonon momentum density. Insert δN and average over angles:

Q = (u/3) Σ_q v_s²ħ²q² (−∂N₀/∂ε) τ/τ_pe = (u/3) Σ_q (ħω)² (−∂N₀/∂ε) τ/τ_pe.

N₀ depends on energy and temperature through ε/T alone, so

∂N₀/∂T = (ε/T)(−∂N₀/∂ε).

Multiplying by Tε, with ε = ħω, gives (ħω)²(−∂N₀/∂ε) = TC_q. Therefore

Q = (uT/3) Σ_q C_q τ/τ_pe.

The electric current is j = −neu, and

Π = Q/j = −[T/(3ne)] Σ_q C_q τ/τ_pe = TS.

This is the Kelvin relation, obtained here from two separate calculations. The sign is negative because the dragged phonons carry heat along the electron drift, against the electric current.

### (f) Expressing the drag through the mobility

For a semiconductor one would like to replace the electron-phonon rates by the mobility μ, which can be measured. Let μ be the mobility with phonons held in equilibrium, defined by u = −μE, and let β be the fraction of the electrons' momentum loss that then goes to phonons. Express S through μ, β and a phonon mean free path l_ph.

We have found the drag thermopower for full and partial transfer of phonon momentum to the electrons, and a separate calculation of the Peltier coefficient agrees with it through the Kelvin relation. It remains to answer part (f) by expressing S through the mobility, and then to find the effect of doping and evaluate a model semiconductor.
